# Electron Barrier Increase from Confinement in a Thin Schottky-Contacted Wire

## Problem

A semiconductor wire of circular cross-section ends on a metal contact. The wire has radius $R=3.0$ nm (30 angstrom), and its conduction electrons have an isotropic effective mass of 0.20 electron masses. Its side wall is impenetrable. The metal Fermi level $E_F$ is fixed relative to the band edges that the same semiconductor would have in bulk.

By how much does confinement raise the barrier for electrons entering the wire from the metal? How does the result change the thermal current?

The algebra uses atomic units, in which $\hbar$, the electron mass and the elementary charge equal one. The symbol $m$ is then the effective mass divided by the free-electron mass. For numbers,

$$\frac{\hbar^2}{2m_e}=0.03810\ \text{eV nm}^2 ,$$

which is the value of $\tfrac12$ atomic unit of energy times length squared.

**What the barrier means.** Let $E_c$ be the bulk conduction edge at the contact. The bulk electron barrier is $\phi=E_c-E_F$. In the wire, the lowest energy at which an electron can travel along the axis is $E_c+E_1$, where $E_1$ is the lowest energy of transverse motion. The wire barrier is therefore

$$\phi_{\rm w}=(E_c+E_1)-E_F=\phi+E_1 .$$

The assumption about the Fermi level enters here. If the contact instead held $E_F$ at a fixed distance below the confined edge $E_c+E_1$, the electron barrier would not change. With $E_F$ fixed relative to the bulk bands, the whole of $E_1$ is added to it. Holes have a confinement energy of their own, which raises the hole barrier too: the gap of the wire widens, and the electron's gain is not taken from the hole.

The potential is taken as uniform across the section, and the band as parabolic. Tunnelling below the threshold is considered later.

## First estimate by scaling

Inside the wire the transverse motion has kinetic energy only. The only quantities available are $m$ and $R$. Writing the transverse equation in the variables $x/R$ and $y/R$ takes a factor $1/(mR^2)$ out of the kinetic energy and leaves a problem without parameters. Hence

$$E_1=\frac{C}{mR^2},$$

with a pure number $C$. Setting $C=1$ gives

$$\frac{1}{mR^2}\;\to\;\frac{2\times0.03810}{0.20\times 3.0^2}\ \text{eV}=0.042\ \text{eV}.$$

This fixes the dependence on mass and radius, but not the number $C$.

A better estimate replaces the circle by a square. In a well of width $L$ the lowest wave is half a wavelength long, so its wave number is $\pi/L$ and its energy is $\pi^2/(2mL^2)$. The square that encloses the circle has side $2R$ and confines in two directions:

$$E_{\rm out}=2\,\frac{\pi^2}{2m(2R)^2}=\frac{\pi^2}{4mR^2}.$$

The square that fits inside the circle has diagonal $2R$, hence side $\sqrt2\,R$:

$$E_{\rm in}=2\,\frac{\pi^2}{2m(2R^2)}=\frac{\pi^2}{2mR^2}.$$

These energies bracket the answer. By the variational principle, the lowest energy in a region is the minimum of the mean kinetic energy over all functions that vanish on its boundary. The ground state of a smaller region, continued by zero, is an allowed trial function in any larger region that contains it. Enlarging the region therefore cannot raise the energy, and

$$E_{\rm out}\le E_1\le E_{\rm in}.$$

For the given wire the bounds are 0.104 eV and 0.209 eV. The confinement energy is thus at least about a tenth of an electronvolt, several times the thermal energy at room temperature.

## Exact solution

**Separation.** With energies measured from $E_c$, the equation inside the wire is

$$-\frac{1}{2m}\nabla^2\psi=E\psi,\qquad \psi=0\ \text{at}\ r=R .$$

The wire is uniform along $z$ and round, so we write $\psi=e^{ikz}e^{in\theta}f(r)$. The wave function must return to itself after a full turn, so $n$ is an integer. In cylindrical coordinates

$$\nabla^2\psi=\left(f''+\frac{f'}{r}-\frac{n^2}{r^2}f-k^2f\right)e^{ikz}e^{in\theta}.$$

Setting $E=E_\perp+k^2/(2m)$ and $q^2=2mE_\perp$ leaves

$$f''+\frac{f'}{r}+\left(q^2-\frac{n^2}{r^2}\right)f=0 .$$

The axial energy $k^2/(2m)$ is not negative, so the threshold of each subband lies at $k=0$.

**The lowest state has $n=0$.** Multiply the radial equation by $rf$, with $f$ real, and use $rf''+f'=(rf')'$. Integration from 0 to $R$ gives

$$\int_0^R f\,(rf')'\,dr=\big[rff'\big]_0^R-\int_0^R r f'^2\,dr .$$

The boundary term vanishes at $R$ because $f(R)=0$, and at the axis because $f$ is regular there. Therefore

$$E_\perp=\frac{q^2}{2m}=\frac{1}{2m}\,
\frac{\int_0^R\left(f'^2+n^2f^2/r^2\right)r\,dr}{\int_0^R f^2\,r\,dr}.$$

Take the lowest radial function for some $n\neq0$ and use it as a trial function for $n=0$. The positive term $n^2f^2/r^2$ disappears, so the energy drops. The minimum for $n=0$ is lower still or equal to this trial value.

**The radial function.** Put $x=qr$. For $n=0$ the equation becomes

$$\frac{d^2f}{dx^2}+\frac1x\frac{df}{dx}+f=0 .$$

Insert $f=\sum_s a_sx^s$. The first two terms together give $s(s-1)+s=s^2$ times $a_sx^{s-2}$. Equating powers yields $a_1=0$ and

$$s^2a_s=-a_{s-2}.$$

Only even powers survive. With $s=2k$ and $a_0=1$,

$$f=J_0(x)=\sum_{k=0}^{\infty}\frac{(-1)^k}{(k!)^2}\left(\frac{x}{2}\right)^{2k}
=1-\frac{x^2}{4}+\frac{x^4}{64}-\dots$$

The second solution behaves as $c\ln r$ near the axis. Its gradient carries a flux $2\pi r\,(c/r)=2\pi c$ through every small circle around the axis, so its Laplacian contains a point source there. The Schrödinger equation of an empty wire has no such source, hence $c=0$.

**The first zero.** The wall requires $J_0(qR)=0$. Summing the series gives

$$J_0(2.40)=0.002508,\qquad J_0(2.41)=-0.002683 .$$

To see that no zero comes earlier, let $s=x^2/4$. Then

$$\frac{dJ_0}{ds}=-\left(1-\frac{s}{2}+\frac{s^2}{12}-\dots\right).$$

For $x\le2.41$ we have $s<1.46$. The terms in the bracket alternate in sign and decrease, so the bracket is at least $1-s/2>0$. The function falls steadily from one and crosses zero once in this range. Linear interpolation places the crossing at

$$j=2.40+0.01\times\frac{0.002508}{0.002508+0.002683}=2.4048 .$$

**Result.** With $q=j/R$,

$$\boxed{E_1=\frac{j^2}{2mR^2}}$$

and, using $j^2=5.783$,

$$E_1=\frac{0.03810\times5.783}{0.20\times3.0^2}\ \text{eV}=0.122\ \text{eV}=122\ \text{meV}.$$

The electron barrier rises by about 0.12 eV. If the bulk barrier is 0.90 eV, the wire barrier is 1.02 eV.

## Comparison of the two

The exact number is $C=j^2/2=2.89$. Both calculations give the same law $1/(mR^2)$; they differ in $C$.

| Estimate | $C$ | Energy (eV) |
|---|---:|---:|
| Dimensional, $C=1$ | 1.00 | 0.042 |
| One well of width $2R$ | 1.23 | 0.052 |
| Enclosing square | 2.47 | 0.104 |
| Circle, exact | 2.89 | 0.122 |
| Inner square | 4.93 | 0.209 |

The single well confines in one direction and misses more than half of the energy. The enclosing square counts both directions and falls 15% below the exact value, because it leaves the electron extra room in its corners.

The scaling law also shows how sensitive the barrier is to the radius. A small change $\delta R$ changes $E_1$ by the fraction $-2\,\delta R/R$, or 20% in size for $\delta R=0.3$ nm. The full formula gives 0.151 eV at 2.7 nm and 0.101 eV at 3.3 nm. As $R$ grows, $E_1$ vanishes and the bulk barrier returns.

## What the increase does to the thermal current

Suppose that every electron above a subband threshold enters the wire, that none enters below it, and that no current returns. In one subband, states with two spins have density $2\,dk/(2\pi)$ and velocity $dE/dk$. The product is $dE/\pi$, or $(2/h)\,dE$ in ordinary units. For a barrier much larger than $kT$, where $k$ is now Boltzmann's constant, the metal's occupation is $e^{-E/kT}$ with $E$ measured from $E_F$. Integration above each threshold gives

$$I=\frac{2e}{h}\,kT\,e^{-\phi/kT}\sum_i e^{-E_i/kT},$$

where the sum runs over all subbands, including degenerate ones.

At 300 K, $kT=0.02585$ eV. The second subband level has $n=\pm1$ and belongs to the first positive zero of the Bessel function $J_1$. It lies at 0.311 eV. All upper subbands together carry 0.14% of the current. If $\phi$ does not vary with temperature, a plot of $\ln(I/T)$ against $1/kT$ has a slope of size $\phi+E_1$, apart from about $0.0014\times0.19$ eV, or 0.0003 eV.

The current does not fall by $e^{-E_1/kT}=0.0088$ relative to a bulk contact of the same area. The bulk contact has a different prefactor. Its transverse momenta are continuous, and the sum over subbands is replaced by

$$N=\pi R^2\int\frac{d^2k_\perp}{(2\pi)^2}\,e^{-k_\perp^2/(2mkT)}
=\pi R^2\,\frac{2\pi mkT}{4\pi^2}=\frac{mR^2kT}{2}.$$

Here $N$ is the thermal number of transverse modes on an area $\pi R^2$ of a large contact. In the units of the example,

$$N=\frac{0.20\times9.0\times0.02585}{4\times0.03810}=0.305 .$$

At the same $\phi$, temperature and area, the ratio of wire to bulk current is

$$\frac{0.0088}{0.305}\approx0.029 .$$

The current falls by a factor of about 35, although the exponential alone suggests more than 100.

## A real wire

Gallium nitride has a nearly isotropic conduction mass of roughly 0.2, so it suits the formula. The barrier of 0.90 eV and the other material values below are rough typical ones. Which idealization costs most depends on the surroundings of the wire and on the field at the contact. The corrections that follow are separate estimates and should not simply be added.

**Finite wall.** Let the surrounding oxide have a barrier $V=2.0$ eV and mass $m_o=0.3$. The wave decays outside as $K_0(\kappa r)$, with $\kappa^2=2m_o(V-E)$. Continuity of $f$ and of $f'/m$, which conserves the current, gives

$$\frac{q\,J_1(qR)}{m\,J_0(qR)}=\frac{\kappa\,K_1(\kappa R)}{m_o\,K_0(\kappa R)} .$$

Its lowest root, found numerically, is 0.096 eV, which is 21% below the hard-wall value. With this value the thermal current falls by a factor of about 13 instead of 35. The size is easily understood. Near the wall $f/|f'|\approx m_o/(m\kappa)$, so the wave seems to vanish this distance beyond $R$. With $\kappa\approx\sqrt{0.3\times2.0/0.0381}=3.97$ per nm the distance is 0.38 nm, and $0.122\,(3.0/3.38)^2\approx0.096$ eV.

**Band shape.** A two-band estimate, $E(1+\alpha E)=E_1$ with $\alpha=(1-m)^2/E_g$ and a gap $E_g=3.4$ eV, lowers the result to 0.120 eV. This is a minor correction.

**Image charges at the side wall.** An electron polarizes the boundary of the wire. For a point charge on the axis and relative permittivity $\varepsilon=9$, resolve the potential into waves along $z$ with wave number $x/R$. The radial part inside is $K_0(xr/R)+A\,I_0(xr/R)$, where the first term is the bare charge and the second is induced. The prefactor common to both terms follows from the bare potential,

$$\frac{1}{\varepsilon\sqrt{r^2+z^2}}=\frac{2}{\pi\varepsilon R}\int_0^\infty K_0(xr/R)\cos(xz/R)\,dx .$$

Half the charge times the induced potential at the charge, where $I_0=1$ and the cosine is one, gives the self-energy

$$U=\frac{1}{\pi\varepsilon R}\int_0^\infty A(x)\,dx .$$

In vacuum the outside part is $B\,K_0(xr/R)$. Continuity of the potential and of permittivity times radial field, followed by elimination of $B$, yields

$$A=\frac{(\varepsilon-1)K_0K_1}{\varepsilon I_1K_0+I_0K_1},$$

with all functions taken at $x$. Numerical integration gives $U=0.116$ eV on the axis. The self-energy grows toward the wall, and its average over the ground-state density $J_0^2$ is about 0.13 eV, slightly more than $E_1$. Deep inside a free-standing wire the hard-wall value is therefore a poor total for the shift of the band edge. Near the end contact the metal screens this energy, so how much of it adds to the barrier depends on where the barrier top lies.

Now surround the wire by 3.0 nm of oxide, also with permittivity 9, and a metal gate at radius $2R$. There is no dielectric step at $R$, and the potential must vanish at the gate, so $A=-K_0(2x)/I_0(2x)$. The result is $U=-0.012$ eV. In this geometry the neglect is mild.

**The end contact.** An electron at distance $z$ from a flat metal in a field $F$ has the potential energy $-1/(4\varepsilon z)-Fz$ relative to the barrier. Setting the derivative to zero gives $z=1/(2\sqrt{\varepsilon F})$, and the top is lowered by $\sqrt{F/\varepsilon}$. At 0.5 MV/cm this is 0.089 eV with the static permittivity 9. With the high-frequency value of about 5.3, which applies if the lattice cannot follow the passing electron, it is 0.117 eV. In this planar estimate it is the same for bulk and wire, so it cancels from their difference. The top then lies about 0.9 nm from the metal, well within one wire radius, where little of the side-wall energy of a free-standing wire has built up. It adds about 0.01 eV to the barrier. In a weaker field the top moves further into the wire, and more of that energy adds to the barrier, about 0.04 eV at 0.1 MV/cm.

**Tunnelling.** The field also lets electrons through below the threshold. At depth $u$ below the top of a linear barrier, the semiclassical transmission is

$$T=\exp\left[-2\int_0^{u/F}\!\sqrt{2m(u-Fz)}\,dz\right]=e^{-bu^{3/2}},\qquad b=\frac{4\sqrt{2m}}{3F}.$$

Define an apparent barrier as the one that would give the same current by thermal emission alone in one subband. Integrating the metal's Fermi function times $T$ numerically, with $T=1$ above the top and without image lowering, gives the following values for thresholds of 0.90 and 1.02 eV.

| Field (MV/cm) | Lower (eV) | Upper (eV) | Increase (eV) |
|---:|---:|---:|---:|
| 0.5 | 0.783 | 0.906 | 0.122 |
| 2.0 | 0.308 | 0.378 | 0.070 |

Both fields lie below a rough breakdown field of 3 MV/cm. Image lowering and a two-band dispersion in the gap reduce the apparent barriers by up to 0.04 eV, but change the last column by at most 0.003 eV. The different behaviour follows from where the current flows. Below the top, thermal occupation gains $e^{u/kT}$ while transmission loses $e^{-bu^{3/2}}$. Their product is largest at

$$u_*=\left(\frac{2}{3b\,kT}\right)^2 .$$

At 0.5 MV/cm, which is 0.05 V/nm, $b=61$ eV$^{-3/2}$ and $u_*=0.18$ eV. The current flows at a fixed depth below the top, so raising the top raises the apparent barrier by the same amount. Since $u_*$ grows as $F^2$, at 2.0 MV/cm it would be 2.9 eV, deeper than the barrier itself. The electrons then tunnel from near the Fermi level, and the increase no longer appears in full.

**Silicon.** In a silicon wire along [100], a mass near 0.2 in both transverse directions belongs to the two valleys directed along the wire. With a light mass of 0.19 their shift is 0.129 eV. The other four valleys have transverse masses 0.19 and 0.92. A variational calculation with polynomials that vanish on the wall gives them a shift of 0.076 eV. They are the lowest and set the threshold. For a metal contact to such a wire, the hard-wall increase is thus about 0.08 eV, not the 0.13 eV of the light valleys.
